# Chebyshev recursion for the self-consistent BdG pair field: order, kernel, locality, part 2

We compute the mean-field pair field \(\Delta_i\) on a square lattice of \(N\) sites by a Chebyshev series and ask what order \(M\) it needs. Energies are in the hopping \(t\), \(k_B=1\); \(\mu\) is the chemical potential, \(U\) the attraction, and site energies obey \(|V_i|\le W\). On electron and hole components \((u,v)\),
\[H=\begin{pmatrix}h&\Delta\\ \Delta^*&-h^*\end{pmatrix},\]
with \(h\) the normal one-body matrix and \(\Delta\) diagonal. With \(e_i,h_i\) the electron and hole unit vectors of site \(i\), the gap map is
\[\Delta_i=\Phi_i[\Delta]=\tfrac U2\langle e_i|\tanh(H/2T)|h_i\rangle .\]
Set \(\tilde H=H/a\), \(x=E/a=\cos\vartheta=\sin\psi\), \(T_n(x)=\cos n\vartheta\) and \(\mu_n=\langle e_i|T_n(\tilde H)|h_i\rangle\). Then
\[\Phi_i=\frac U2\sum_{n\ \rm odd}c_n\mu_n,\qquad c_n=\frac{8T}{a}(-1)^{\frac{n-1}2}\sum_{k\ge0}\frac{e^{-n\theta_k}}{\cosh\theta_k},\]
where \(\sinh\theta_k=\omega_k/a\), \(\omega_k=(2k+1)\pi T\). The moments \(n<M\) need \(M/2\) matrix-vector products. A kernel multiplies \(c_n\) by \(g_n\). The expanded function \(f\) is \(\tanh(ax/2T)\) or, at \(T=0\), a step, with truncated series \(S_M(x)\); for \(\mathrm{sgn}\,x\), \(c_n\to4(-1)^{(n-1)/2}/\pi n\).

In a uniform system \(E^2=\xi^2+\Delta^2\) and \(\Phi=\tfrac U2\langle(\Delta/E)\tanh(E/2T)\rangle\), averaged over the band; \(N_0\) is the density of states at \(\mu\). A map error shifts the self-consistent field by \(\delta\Delta=(1-\Lambda)^{-1}\delta\Phi\), \(\Lambda=\partial\Phi/\partial\Delta\). For the uniform mode at \(T=0\), \(1-\Lambda=U\langle\Delta^2/2E^3\rangle=0.3656\). Without kernel, the \(T=0\) error of \(\langle\Delta/E\rangle\) has the stationary-phase envelope \(4.343\,M^{-3/2}\).

The example has \(\mu=-1\), \(U=2.5\), \(T=0.1\) unless \(T=0\) is stated, and \(W=0.5\) with disorder. The scale is \(a=6.75\,t\) (disordered) or \(5.5\,t\) (clean). The clean \(T=0\) gap is \(\Delta_0=0.45085\,t\), so \(\delta=\Delta_0/a=0.08197\).

The opening numbers are map errors on a disordered \(10\times10\) lattice at \(T=0.1\,t\), relative to diagonalisation at the same input field: at \(M=400\), \(5.6\times10^{-10}\,t\) without kernel and \(4.9\times10^{-4}\,t\) with Jackson. At \(M=200\) Jackson gives \(2.2\times10^{-3}\,t\).

## The Jackson kernel

Multiplying \(c_n\) by \(g_n\) convolves \(f(\cos\vartheta)\) in angle with \(K(\varphi)=(1+2\sum_{n\ge1}g_n\cos n\varphi)/2\pi\). Let \(L=M+1\), \(\alpha=\pi/L\), \(s_k=\sin k\alpha\). The Jackson factors are the autocorrelation \(g_n=\sum_ks_ks_{k+n}/\sum_ks_k^2\), with \(\sum_ks_k^2=L/2\), so \(K=|\Sigma|^2/\pi L\ge0\) for \(\Sigma=\sum_{k=1}^{L-1}s_ke^{ik\varphi}\). Insert \(2\cos\alpha\,s_k=s_{k+1}+s_{k-1}\) and shift the indices. With \(s_0=s_L=0\) and \(s_1=s_{L-1}=\sin\alpha\) this gives \(2\cos\alpha\,\Sigma=2\cos\varphi\,\Sigma-\sin\alpha(1+e^{iL\varphi})\), and
\[K(\varphi)=\frac{\sin^2\alpha\,\cos^2(L\varphi/2)}{\pi L(\cos\varphi-\cos\alpha)^2}.\]
The core has width \(\alpha\). The tail is not Gaussian: averaged over \(\cos^2\) it falls as \(2\pi/L^3\varphi^4\).

For a smooth function, the same recurrence gives \(g_1=\cos\alpha\), so \(\langle1-\cos\varphi\rangle_K=1-\cos\alpha\) and \(\langle\varphi^2\rangle_K\approx\alpha^2\). Taylor expansion in the angle, with \(d^2f/d\vartheta^2=(1-x^2)f''-xf'\), gives the error \(\tfrac{\alpha^2}2[(1-x^2)f''-xf']\) plus terms of order \(L^{-3}\) from the tail. For \(\tanh\) at \(E=0.45\,t\) and \(M=3000\) the law gives \(-5.29\times10^{-5}\) against \(-5.35\times10^{-5}\). This explains the opening numbers: the kernel alters coefficients that were correct and replaces \(e^{-M\theta_0}\) by \(M^{-2}\). The ratio \(2.21/0.488=4.5\) between \(M=200\) and 400 is near 4 but not yet asymptotic.

For the step, \(f''=f'=0\) on a gapped spectrum and the tail sets the error. The sign is wrong for angular distances in \((\psi,\psi+\pi)\), so \(1-S_M=2\int_\psi^{\psi+\pi}K\,d\varphi\). For \(L\psi\gg1\) replace \(\cos^2\) by \(\tfrac12\) and \(\cos\alpha\) by 1. With \(1-\cos\varphi=2\sin^2(\varphi/2)\), the antiderivative of \((1-\cos\varphi)^{-2}\) is \(-\tfrac12(c+c^3/3)\), \(c=\cot(\varphi/2)\). At the upper limit \(c\to-1/c\). Using \(c+c^{-1}=2/x\) and \(c^3+c^{-3}=8/x^3-6/x\), the integral is \(\tfrac12(2/x+8/3x^3-2/x)=4/3x^3\), and
\[1-S_M(x)\approx\frac{4\sin^2\alpha}{3\pi Lx^3}\approx\frac{4\pi}{3(Lx)^3}.\]
The dropped \(\cos L\varphi\) term, integrated by parts, has relative size up to about \(3/Lx\). At \(M=2000\) and \(0.05\le x\le0.9\) the law was tested to hold within the relative margin \(3.3/Lx+15/(Lx)^2\), which leaves room for higher orders. As \(S_M\) is odd, \(\delta\Phi_i\approx-\tfrac{2\pi}3U(a/L)^3\langle e_i|H^{-3}|h_i\rangle\) when \(LE_{\min}/a\gg1\), with \(E_{\min}\) the lowest quasiparticle energy. In the uniform case \(H^{-3}=H/E^4\), and division by \(1-\Lambda\) cancels \(U\):
\[\frac{\delta\Delta}{\Delta}=-\frac{2\pi}3\Big(\frac aL\Big)^3\frac{\langle E^{-4}\rangle}{\langle\Delta^2/2E^3\rangle}\to-\frac{\pi^2}3\Big(\frac{a}{L\Delta}\Big)^3 .\]
The limit holds for a density of states constant on the scale \(\Delta\), where \(\int d\xi\,E^{-4}=\pi/2\Delta^3\) and \(\int d\xi\,\Delta^2/2E^3=1\). Computed with the lattice density of states, the prefactor is \(3.281\) at \(\Delta_0\) and \(3.287\) at \(\Delta=0.05\,t\), against \(\pi^2/3=3.290\). At leading order one per cent accuracy corresponds to \(L\Delta/a=(329)^{1/3}=6.90\), here \(L=6.903/0.08197=84\); the actual shift at that order is 1.13%, so a slightly larger \(L\) is needed. The self-consistent shifts relative to \(\Delta_0\) are \(-1.13\times10^{-2}\), \(-4.05\times10^{-3}\), \(-8.07\times10^{-4}\) and \(-2.76\times10^{-5}\) at \(M=83,120,200,600\). The law gives \(-1.005\times10^{-2}\), \(-3.362\times10^{-3}\), \(-7.335\times10^{-4}\) and \(-2.74\times10^{-5}\). At these four orders it underestimates the shift by 11%, 17%, 9% and 1%, within the relative order \(3/L\delta\) of the neglected terms. The deviation oscillates with \(M\), and at some intermediate orders the law slightly overestimates the shift.

At low order the gap is lost. For \(\varphi=u/L\), \(\cos\varphi-\cos\alpha\approx(\pi^2-u^2)/2L^2\), so \(K\,d\varphi=k(u)\,du\) with \(k=4\pi\cos^2(u/2)/(\pi^2-u^2)^2\), and \(S_M(x)=s(Lx)\), \(s(y)=2\int_0^yk\,du\). The normal state is unstable if \(\langle S_M(\xi/a)/\xi\rangle\ge2/U=\langle1/E\rangle\). Both integrands approach \(1/|\xi|\) far from \(\mu\), so in weak coupling they may be compared at constant \(N_0\) up to a cutoff \(\omega_c\gg\Delta_0\). Integration by parts gives \(\int_0^Ys\,dy/y\to\ln Y-\kappa\) with \(\kappa=2\int_0^\infty k\ln u\,du=0.4816\) and \(Y=L\omega_c/a\), while \(\int_0^{\omega_c}d\xi/E\to\ln(2\omega_c/\Delta_0)\). Equating them,
\[L_c\Delta_0/a=2e^\kappa=3.237 .\]
For \(\Delta=0.05\,t\) the threshold is \(M_c=355\), or \(3.236\); for \(U=2.5\,t\) it is \(M_c=39\), or \(3.279\). A scan over \(\Delta\) four orders below this threshold found no nonlinear solution either. The thermal integral treated the same way, with \(\int_0^\infty\mathrm{sech}^2y\ln y\,dy=\ln(\pi/4)-\gamma\), is \(\ln(2e^\gamma\omega_c/\pi T)\). In the pairing logarithm the kernel thus acts as a temperature \(T_{\rm eff}=2e^{\kappa+\gamma}a/\pi L=1.835\,a/L\), which is \(0.25\,t\) at \(L=40\). The analogy ends there, since the kernel error at large \(L\) is algebraic. A region that comes out normal must be rechecked at larger \(M\).

## A smooth step for a gapped spectrum

The map needs \(f\) on the spectrum alone, so inside the gap \(f\) is free. Take \(f=\mathrm{erf}(sx)\) without kernel and \(\delta=E_{\min}/a\ll1\). Its bias is largest at the gap edge, \(\mathrm{erfc}(s\delta)\sim e^{-s^2\delta^2}\). Near the jump \(x\approx\psi\), and \(\mathrm{erf}(s\psi)\) is the step convolved with a Gaussian whose Fourier factor is \(e^{-n^2/4s^2}\), so \(|c_n|\approx(4/\pi n)e^{-n^2/4s^2}\). Equal exponents at \(n=M\) require \(s^2=M/2\delta\), and both equal \(M\delta/2\). The tail factor then decays at rate \(M/2s^2=\delta\) per order while its phase advances by \(\psi\approx\delta\), so the odd terms sum to \((4/\pi M)e^{-M\delta/2}/(2\sqrt2\,\delta)\). Against \(\mathrm{erfc}\,y\approx e^{-y^2}/y\sqrt\pi\), \(y^2=M\delta/2\), this is a fraction \(1/\sqrt{\pi M\delta}\), and
\[\sup_{x\ge\delta}|1-S_M|\approx\mathrm{erfc}\sqrt{M\delta/2}.\]
The measured values \(4.88\times10^{-4}\), \(6.50\times10^{-6}\), \(7.62\times10^{-8}\) at \(M=150,250,350\) differ from the law by \(+7\%\), \(+9\%\), \(-10\%\), within the fractions \(0.16\), \(0.12\), \(0.11\). At \(M=250\) the map errors are \(9.6\times10^{-4}\,t\) without kernel, \(-6.1\times10^{-5}\,t\) with Jackson and \(-2.5\times10^{-7}\,t\) with the erf step. The scheme needs a lower bound on \(E_{\min}\). For real \(h\) and \(\Delta_i>0\), \(\min\Delta_i\) is one. Let \(\sigma\) exchange \(u\) and \(v\); then \(H\sigma\) is the sum of \(\Delta\), acting on both components, and an anti-Hermitian matrix built from \(h\). For normalised \(\phi\) this gives \(\|H\sigma\phi\|\ge\mathrm{Re}\langle\phi|H\sigma\phi\rangle=\langle\phi|\Delta|\phi\rangle\ge\min\Delta_i\). The \(10\times10\) field has \(\min\Delta_i=0.367\,t\) and \(E_{\min}=0.449\,t\). With complex hopping, or a pair field whose phase or sign varies, the argument does not apply. A level below the assumed \(a\delta\) receives the weight \(\mathrm{erf}(sx)<1\), an error that convergence of the iteration does not reveal.

## Cost and locality

One product costs \(\mathrm{nnz}(H)=12N\) multiply-adds: each of \(2N\) rows has four hops, a diagonal and a pairing entry. Counting these products only, one site costs \(6MN\) and one sweep \(6MN^2\). The plain scheme is linear in \(N\) per site and quadratic per sweep. For \(201\times201\) sites and \(M=400\) this is \(12\times40401\times200=9.70\times10^7\) per site and \(3.92\times10^{12}\) per sweep. Truncation to a patch of fixed size makes the sweep linear.

The moment \(\mu_n\) is a sum over walks of at most \(n\) steps from \(h_i\) to \(e_i\). A walk that leaves the diamond \(|x|+|y|\le R\) needs \(2(R+1)\) hops and at least one pairing step, so the patch moments are exact for \(n\le2R+2\). For \(R=6\) on a disordered lattice they agree to rounding up to \(n=13\) and differ by \(3.5\times10^{-7}\) at \(n=15\). This light cone would demand \(R\approx M/2=200\), which exceeds the lattice. The gap and the temperature allow far less.

For the clean lattice the patch result is known in closed form. A hop changes \(x+y\) and \(x-y\) by \(\pm1\), so no walk crosses the walls \(x\pm y=\pm(R+1)\) without landing on them. Reflection in a wall maps the lattice onto itself, and functions odd under it vanish on it. On functions odd about all walls the infinite \(H\) acts as the patch matrix. The source at the origin acquires images with sign \((-1)^{m+n}\) at \(x+y=2(R+1)m\), \(x-y=2(R+1)n\):
\[\Phi^{\rm patch}=\sum_{m,n}(-1)^{m+n}F\big((R+1)(m+n),(R+1)(m-n)\big),\]
where \(F(\mathbf r)=UT\sum_\omega\langle\Delta e^{i\mathbf k\cdot\mathbf r}/(\xi^2+\Delta^2+\omega^2)\rangle\) is the pole sum of the uniform map between sites separated by \(\mathbf r\). At \(R=10\) the image sum and the patch recursion both give the error \(6.1048\times10^{-3}\,t\) relative to the bulk gap \(0.44496\,t\).

The four nearest images lie on the diagonals, \(\mathbf r=(r,r)\) with \(r=R+1\). With \(p,q=(k_x\pm k_y)/2\), \(\xi=-4t\cos p\cos q-\mu\) and \(\mathbf k\cdot\mathbf r=2pr\). The \(p\) integral picks the poles \(\xi=\pm i\Omega\), \(\Omega^2=\Delta^2+\omega^2\), at \(\cos p=(-\mu\mp i\Omega)/4t\cos q\). The pole position is even in \(q\), so \(q=0\) is a saddle and contributes \(r^{-1/2}\). The lowest frequency \(\omega=\pi T\) decays most slowly, so the error oscillates with phase \(2r\,\mathrm{Re}\,p\) under the envelope \(r^{-1/2}e^{-\kappa_dr}\),
\[\kappa_d=2\,\Big|\mathrm{Im}\arccos\frac{-\mu-i\Omega}{4t}\Big|\approx\frac{2\Omega}{\sqrt{16t^2-\mu^2}} .\]
With \(\Omega=0.5447\,t\) the small-\(\Omega\) form gives \(1.0894/3.873=0.281\), and the full form \(0.2802\). The scaled envelope \(|{\rm error}|\sqrt r\,e^{\kappa_dr}\) is \(0.44\,t\) for \(R=10\) to 16 and \(0.43\,t\) for \(R=30\) to 36.

The clean errors at \(R=20\) and 30, \(1.4\times10^{-5}\) and \(1.2\times10^{-5}\,t\), look like saturation but are not. The envelope at \(R=20\) is \(0.43\,e^{-5.88}/\sqrt{21}=2.6\times10^{-4}\,t\), so that point lies near a node, while at \(R=30\) it is \(1.3\times10^{-5}\,t\), near a crest. Convergence in \(R\) must be judged over a window. With disorder and a random, not self-consistent, pair field the errors at one site are \(4.3\times10^{-3}\), \(1.9\times10^{-5}\) and \(4.9\times10^{-6}\,t\) at \(R=10,20,30\); the image argument does not apply there, and the decay is observed, not derived.

A patch has \(2R^2+2R+1\) sites, so a site costs about \(12MR^2\), independent of \(N\). For \(R=30\), with 1861 sites, the count is \(4.37\times10^6\), a factor 22 below the full recursion, or \(1.77\times10^{11}\) per sweep. On the large lattice single map evaluations were computed, not a self-consistent sweep; the patch error enters the converged field through \((1-\Lambda)^{-1}\) like any map error. Where the clean system has no gap, \(\Omega=\pi T\), both \(M\) and \(R\) scale as \(1/T\) up to logarithms, and the cost per site grows as \(T^{-3}\) until the patch covers the lattice and the quadratic sweep returns.

## Numbers as computed

```
inputs: mu=-1.0 t, U=2.5 t, T=0.1 t, disorder W=0.5 t, M=400
scales: a(disordered)=6.75 t, a(clean)=5.5 t
decay rate of c_n: measured 0.046525, arcsinh(pi T/a)=0.046525 per order
order for 1e-8 from ln(1/eps)/rate: 396
10x10: iterations ED 37, Chebyshev 37; max difference 8.4e-10 t
10x10 Delta: min 0.36745, mean 0.45713, max 0.53139 t
10x10: E_min=0.4486 t, E_max=5.0750 t, |h|+max Delta=5.5862 t
map error M=50: no kernel 1.32e-02, bound 1.56e-01, Jackson 5.40e-02 t
map error M=100: no kernel 1.05e-03, bound 1.52e-02, Jackson 1.14e-02 t
map error M=200: no kernel 8.14e-06, bound 1.45e-04, Jackson 2.21e-03 t
map error M=400: no kernel 5.59e-10, bound 1.32e-08, Jackson 4.88e-04 t
a=0.98 E_max: growth 0.20169, arccosh(1/0.98)=0.20169 per order
Jackson, tanh at E=0.45 t, M=3000: error -5.345e-05, M^-2 law -5.288e-05
T=0: N0=0.14191 1/t, Delta0=0.450850 t, Delta0/a=0.08197, 1-Lambda=0.3656
cubic-law constant A*Delta0^3=3.2808, pi^2/3=3.2899
1% rule: L*Delta0/a=6.903, M=83
Jackson M=83: Delta=0.445755 t, relative shift -1.130e-02, cubic law -1.005e-02
Jackson M=120: Delta=0.449022 t, relative shift -4.054e-03, cubic law -3.362e-03
Jackson M=200: Delta=0.450486 t, relative shift -8.071e-04, cubic law -7.335e-04
Jackson M=600: Delta=0.450837 t, relative shift -2.764e-05, cubic law -2.744e-05
cubic-law constant at Delta=0.05 t: 3.2867
kappa=0.4816, 2e^kappa=3.2372, T_eff*L/a=1.8353
critical order: Delta=0.05 t: M_c=355, L_c*Delta/a=3.236
critical order: U=2.5 t: M_c=39, L_c*Delta0/a=3.279
no kernel, M in [600,800]: max|err|*M^1.5=4.387, stationary phase 4.343
no kernel, M in [2000,2400]: max|err|*M^1.5=4.366, stationary phase 4.343
erf step M=150: sup error 4.88e-04, erfc law 4.54e-04
  map error: none -2.68e-03, Jackson -2.98e-04, erf -2.83e-05 t
erf step M=250: sup error 6.50e-06, erfc law 5.98e-06
  map error: none 9.58e-04, Jackson -6.10e-05, erf -2.54e-07 t
erf step M=350: sup error 7.62e-08, erfc law 8.49e-08
  map error: none 3.10e-04, Jackson -2.36e-05, erf -2.77e-09 t
T=0.1 t clean: k-sum Delta=0.44496182 t, 201x201 Chebyshev map 0.44496182 t
light cone R=6: max diff n<=13: 5.6e-17; n=15: 3.47e-07
Omega=0.5447 t, kappa_d=0.2802 per unit R, 1/kappa_d=3.569
scaled envelope: R=10..16 0.4414 t, R=30..36 0.4253 t
image sum R=10: error 6.104755e-03 t, patch 6.104755e-03 t
R=10: sites 221, error clean 6.1e-03, disordered 4.3e-03 t, mult-adds/site 4.97e+05
R=20: sites 841, error clean 1.4e-05, disordered 1.9e-05 t, mult-adds/site 1.95e+06
R=30: sites 1861, error clean 1.2e-05, disordered 4.9e-06 t, mult-adds/site 4.37e+06
201x201: N=40401, nnz/N=12.0, full mult-adds/site 9.70e+07, ratio to R=30 22.2
per sweep: full 3.92e+12, patch R=30 1.77e+11 mult-adds
```
